The APW+lo local orbital and its slope at the sphere

Take the hydrogen potential −1/r, in hartree and bohr, inside a sphere of radius R = 2 bohr, and choose the s-wave energy E = −1/8 hartree. The regular radial solution is the inner part of the 2s function,

u(r) = C(1 − r/2)e^(−r/2).

It vanishes at r = 2 bohr. If we want a normalized function that lives inside the sphere and reaches zero at its surface, we need only choose C so that the integral of u²r² from 0 to 2 is one:

1/C² = ∫₀² (r² − r³ + r⁴/4)e^(−r) dr = 2 − 14e^(−2).

The slope at the surface then follows. In u′ the term containing 1 − r/2 is zero at r = 2, so

u′(2) = −(C/2)e^(−1) = −0.5668 bohr^(−5/2).

Outside the sphere the function is set to zero, so there is a kink at the surface. No choice of C removes it: a regular solution of the second-order radial equation with both value and slope zero at R would vanish everywhere.

At a general energy u(R) is not zero, and a second radial function is needed to cancel it. In the APW+lo method this is the energy derivative of u. The two coefficients are then fixed by the boundary value and the norm, and the slope is again not free.

Let the potential V(r) inside the sphere be spherical and real, and let the motion be non-relativistic. For angular momentum l the radial Hamiltonian in Hartree atomic units is

h = −(1/2r²) d/dr(r² d/dr) + l(l+1)/(2r²) + V(r).

At the chosen linearization energy E, let u be the real regular solution,

hu = Eu,  ∫₀ᴿ u²r² dr = 1.

Define u̇ = ∂u/∂E, with r, R and V held fixed. The normalization is maintained at every energy, and the sign of u is chosen to vary smoothly. Here E is a parameter of the radial equation and need not be an eigenvalue; no boundary condition has been imposed on u at R.

Differentiating hu = Eu with respect to E gives hu̇ = u + Eu̇, since h does not depend on E. Thus

(h − E)u̇ = u.

Differentiating the normalization gives

2∫₀ᴿ uu̇r² dr = 0.

So u̇ is orthogonal to u, but its own norm is in general not one. Write

N = ∫₀ᴿ u̇²r² dr.

The local orbital, or lo, is φ(r)Y_lm inside the sphere and zero outside, where

φ = au + bu̇,  φ(R) = 0,  ∫₀ᴿ φ²r² dr = 1.

The spherical harmonic is normalized on the unit sphere, so the three-dimensional norm is just this radial integral. Expanding it,

∫₀ᴿ φ²r² dr = a²∫₀ᴿ u²r² dr + 2ab∫₀ᴿ uu̇r² dr + b²∫₀ᴿ u̇²r² dr.

The three integrals are 1, 0 and N. The norm condition is therefore

a² + b²N = 1.

The boundary condition is au(R) + bu̇(R) = 0. If u̇(R) ≠ 0, it gives

b/a = −u(R)/u̇(R).

Substituting b = −au(R)/u̇(R) into the norm condition yields

a²[1 + N u(R)²/u̇(R)²] = 1,

a² = u̇(R)²/[u̇(R)² + N u(R)²].

It is convenient to define the positive square root

D = √[u̇(R)² + N u(R)²]

and to choose the overall sign so that

a = u̇(R)/D,  b = −u(R)/D.

These expressions satisfy the boundary condition by cancellation, and a² + b²N = [u̇(R)² + Nu(R)²]/D² = 1. They remain usable when u̇(R) = 0, where the ratio b/a does not. Reversing both signs gives the same orbital up to an irrelevant overall sign. The coefficient a has no dimension, while b has the dimension of energy, because u̇ carries an inverse energy.

We still have to know that D is not zero. This follows from the relation that also determines the slope. Multiply the equation for u̇ by u, multiply (h − E)u = 0 by u̇, and subtract:

u(h − E)u̇ − u̇(h − E)u = u².

The terms containing E, V and the centrifugal energy cancel. After multiplication by r², what is left is

−½[u(r²u̇′)′ − u̇(r²u′)′] = r²u².

The bracket is a total derivative, because

[r²(uu̇′ − u̇u′)]′ = u(r²u̇′)′ + r²u′u̇′ − u̇(r²u′)′ − r²u̇′u′,

and the second and fourth terms cancel. Integrate from 0 to R. For a potential no more singular than −Z/r, both u and u̇ behave as r^l near the origin, or vanish faster. The boundary expression there is at most of order r^(2l+1) and vanishes; for l = 0 the derivatives are finite and the factor r² suffices. The right-hand side integrates to one, so

−½R²[u(R)u̇′(R) − u̇(R)u′(R)] = 1,

or

R²[u′(R)u̇(R) − u(R)u̇′(R)] = 2.

The bracket is the Wronskian of u̇ and u at the sphere. Its value depends on R and on the normalization of u, but not on the details of V. If u(R) and u̇(R) were both zero, the left-hand side would be zero, which is impossible. Since u̇ is not the zero function, N is positive, and hence D > 0.

Now differentiate φ and insert the coefficients:

φ′(R) = au′(R) + bu̇′(R)

= [u̇(R)u′(R) − u(R)u̇′(R)]/D.

The numerator is the Wronskian, equal to 2/R². Therefore

φ′(R) = 2/(R²D) = 2/{R²√[u̇(R)² + N u(R)²]}.

This is the slope on the inner side of the surface. It is positive by the sign choice made above; with the opposite choice it is negative. In neither case can it be zero. Two coefficients have been used to satisfy two conditions, and the Wronskian gives the slope that results. To make the slope zero as well as the value, a third radial function must be added to u and u̇, for instance a solution at another energy.

The factor 2 belongs to Hartree units, where the kinetic operator is −½∇²; in general units it is 2m/ħ². In Rydberg units the operator is −∇², the factor ½ in the integrated identity is absent, and the Wronskian relation has 1 on the right. The slope is then 1/(R²D), with u̇ and N also formed per rydberg. That halves D, so the slope itself is unchanged. A scalar-relativistic radial equation has an energy-dependent mass term, so its energy derivative contains additional terms and this constant cannot be carried over unchanged.

The orbital does not depend on the particular choice of u̇ within the space spanned by u and u̇. Replacing u̇ by u̇ + γu, with γ constant, leaves that space the same, and the condition of zero value at R selects one direction in it. If the sign of φ is kept, the coefficient of u becomes a − γb while b stays the same. The norm acquires a cross term, but φ itself does not change. The Wronskian is also unchanged, because the added part is γ(u′u − uu′) = 0.

For a numerical case, keep the hydrogen potential and R = 2 bohr, but set E = −1/2 hartree and l = 0. The nucleus is a fixed point charge. This is the potential of a free atom restricted to a sphere, not the self-consistent potential of a crystal. The radial function is now the 1s exponential, normalized inside the sphere:

u(r) = Ce^(−r),  1/C² = ∫₀² r²e^(−2r) dr = ¼ − (13/4)e^(−4).

It gives

u(R) = 0.310094 bohr^(−3/2),  u′(R) = −0.310094 bohr^(−5/2).

One way to obtain u̇ is to difference the normalized solution at neighbouring energies. For l = 0 write the solution before normalization as u = Σₖ cₖrᵏ. The radial equation for ru is (ru)″ = −(2/r + 2E)ru, and equating the coefficients of r^(k−1) gives

k(k + 1)cₖ = −2cₖ₋₁ − 2Ecₖ₋₂,

with c₀ = 1 and c₋₁ = 0. The series was summed, each solution was normalized by Gauss–Legendre quadrature, and a fourth-order central difference in energy gave

u̇(R) = −0.732074 bohr^(−3/2) hartree^(−1),

u̇′(R) = −0.880342 bohr^(−5/2) hartree^(−1).

Quadrature of u̇²r² gave N = 0.679643 hartree^(−2). The ratio of coefficients is

b/a = −0.310094/(−0.732074) = 0.423582 hartree.

From the norm condition,

a² = 1/[1 + 0.679643 × (0.423582)²] = 0.8913.

The sign convention makes a negative here, because u̇(R) is negative. Thus

a = −0.944093,  b = −0.399901 hartree.

The denominator is

D = √[(0.732074)² + 0.679643 × (0.310094)²]

= 0.775426 bohr^(−3/2) hartree^(−1),

and the slope is

φ′(R) = 2/(4 × 0.775426) = 0.644807 bohr^(−5/2).

Adding the two pieces directly gives the same result:

au′(R) + bu̇′(R) = 0.29276 + 0.35205 = 0.64481 bohr^(−5/2).

Since φ is zero at R and its slope there is positive, φ is negative just inside the surface. Changing the signs of a and b gives the equivalent positive function, which falls to zero.

The fixed, nonzero slope has a use. An augmented plane wave, or APW, is made continuous at the sphere by matching its value, and inside the sphere its component for given l and m is a multiple of u. Its slope there is then whatever that multiple of u supplies. Adding the lo changes the slope without disturbing the value. Consider the sum f = cu + dφ and ask for value v and slope s at R. Since φ(R) = 0, the value condition is cu(R) = v. The slope condition is cu′(R) + dφ′(R) = s. If u(R) ≠ 0,

c = v/u(R),  d = [s − cu′(R)]/φ′(R).

The division by φ′(R) is allowed because the Wronskian has shown it to be nonzero. Written in terms of u and u̇, the function is

f = Au + Bu̇,  A = c + da,  B = db.

This is the radial function of the LAPW method, in which every plane wave is matched in both value and slope. In APW+lo the value fixes c for each plane wave, while the coefficient of the lo, one for each l and m for which it is included, is left to the variational calculation. The two methods therefore use the same two radial functions but impose different constraints on them.

In the numerical case, let the required value be 1 bohr^(−3/2) and the required slope zero. Then

c = 1/0.310094 = 3.22483,

d = 3.22483 × 0.310094/0.644807 = 1.55085.

Consequently

A = 3.22483 − 1.55085 × 0.944093 = 1.7607,

B = −1.55085 × 0.399901 = −0.6202 hartree.

The kink also affects matrix elements of the kinetic energy. Inside the sphere,

hφ = aEu + b(Eu̇ + u) = Eφ + bu.

Multiply by φr² and integrate. The overlap of φ with u is a, because u̇ is orthogonal to u. Hence

⟨φ|h|φ⟩ = E + ab.

The jump in slope makes no contribution to this diagonal element, because it is multiplied by φ(R) = 0. The matrix element with u is different. Its volume part is

∫₀ᴿ u(hφ)r² dr = E∫₀ᴿ uφr² dr + b∫₀ᴿ u²r² dr = Ea + b.

In the opposite order, hu = Eu gives

∫₀ᴿ φ(hu)r² dr = Ea.

The two volume integrals disagree by b. The kink accounts for the difference. On going outward through R, the slope of the lo jumps from φ′(R) to zero, so φ″ contains −φ′(R)δ(r − R). Acting with −½ d²/dr² produces +½φ′(R)δ(r − R), and its matrix element with a function that continues through the surface with value u(R) is

½R²u(R)φ′(R) = ½R²u(R) × 2/(R²D) = u(R)/D = −b.

The sum is Ea, in agreement with the opposite order. In that order a kink of the APW does not matter, since it is multiplied by φ(R) = 0. The same symmetric result is obtained if the kinetic energy is evaluated as half the integral of the product of gradients, which contains first derivatives alone and needs no delta function. For the example,

volume part: Ea + b = 0.472046 − 0.399901 = 0.072145 hartree,

kink part: −b = 0.399901 hartree,

sum: 0.472046 hartree.

Omitting the kink here would leave out most of the matrix element.

The diagonal energy is

E + ab = −0.500000 + 0.377544 = −0.122456 hartree,

or −3.3322 eV. It is far above the linearization energy because the orbital has been forced to zero at 2 bohr. It can be compared with the lowest s state of hydrogen confined by a hard wall at that radius. The opening example supplies that state: the inner part of 2s, call it g, satisfies hg = εg with ε = −1/8 hartree, vanishes at the wall and has no node inside.

To see that no s function with the same boundary value can lie lower, write such a function as f = gq. In the gradient form of the energy, the cross term contains r²gg′(q²)′/2. Integrate it by parts. The boundary term vanishes at the origin because of r²; at R it is proportional to f²g′/g, which vanishes because f and g both go to zero linearly. Using the equation for g in what remains gives

⟨f|h − ε|f⟩ = ½∫₀ᴿ r²g²(q′)² dr ≥ 0.

The lo is therefore a trial function for the confined atom, and its energy must be at least −0.125 hartree. It lies 0.0025 hartree above that value. The magnitude of its overlap with g, found by quadrature, is 0.99968. Some resemblance is to be expected from the expansion

u(r; E + δ) = u(r; E) + δu̇(r; E) + O(δ²).

If the energy of the confined state is a small distance δ from E, that state lies in the space of u and u̇ up to an error of order δ², and the lo is the function in this space that meets the wall condition. Here δ = 0.375 hartree, which is not small beforehand, so the quality of the approximation is a numerical finding for this case.

Two limiting cases show what each coefficient does. When u(R) = 0, the formulas give b = 0 and a = ±1. The lo is then u itself up to sign, as in the opening example. The Wronskian relation reduces to R²u′(R)u̇(R) = 2, and with u′(R) = −0.566825 bohr^(−5/2) it gives

u̇(R) = 2/[4 × (−0.566825)] = −0.8821 bohr^(−3/2) hartree^(−1).

With the sign convention used here a = −1, so the slope of the lo is +0.5668 bohr^(−5/2). The construction of φ succeeds, but it is of no use as an addition to u: the two functions are no longer independent, and u̇ is missing from their span. The APW coefficient c = v/u(R) also diverges unless v = 0. A useful APW+lo basis therefore needs a linearization energy at which u(R) is not zero, and in numerical work not too close to zero.

When u̇(R) = 0, the energy derivative already has the required boundary value. Then a = 0 and b = ±1/√N, so the lo is the normalized u̇. For the same potential and radius, a numerical root search places one such energy at E = 1.0635 hartree. There N = 0.288065 hartree^(−2) and u̇′(R) = 0.915189 bohr^(−5/2) hartree^(−1), so

b = 1/√0.288065 = 1.8632 hartree,

φ′(R) = 1.8632 × 0.915189 = 1.7052 bohr^(−5/2).

This case presents no difficulty for the basis. Here u(R) = −0.5463 bohr^(−3/2), so the APW can be matched, and the lo supplies the whole of the missing function u̇.
